# The Wannier-Stark Ladder, Its Zak-Phase Offset and Bessel States: a program that tests the result

```python
"""Wannier-Stark ladder of an isolated band in one dimension.

Result under test, for H = H0 + F*x projected on one band:
    E_n = mean band energy + F*a*(n + phi/(2*pi)),  n integer.
F = e*(electric field) > 0, electron charge -e, a = lattice period,
phi = integral over the zone of i<u_k|d u_k/dk> (Zak phase).
For a nearest-neighbour chain with band -2*t*cos(k*a), the state n has
amplitude J_(m-n)(2*t/(F*a)) on site m.
Hartree atomic units. The ladder from Bloch states is compared with
direct diagonalization of a long hard-wall box in real space.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.special import jv

HARTREE_EV = constants.value("Hartree energy in eV")
FIELD_SI = constants.value("atomic unit of electric field")
TIME_FS = constants.value("atomic unit of time") * 1e15

a = 10.0
V1, V2 = 0.10, 0.08
g = 2 * np.pi / a
G_index = np.arange(-10, 11)
n_k = 400
dk = g / n_k
k_grid = -g / 2 + dk * np.arange(n_k)


def bloch_bands(v1, v2, displacement=0.0):
    """Energies and plane-wave coefficients for the displaced crystal."""
    size = len(G_index)
    first = v1 / 2 * np.exp(-1j * g * displacement)
    second = v2 / 2j * np.exp(-2j * g * displacement)
    half = (first * np.diag(np.ones(size - 1), -1)
            + second * np.diag(np.ones(size - 2), -2))
    potential = half + half.conj().T
    energies, vectors = [], []
    for k in k_grid:
        w, c = eigh(np.diag((k + g * G_index) ** 2 / 2) + potential)
        energies.append(w)
        vectors.append(c)
    return np.array(energies), np.array(vectors)


def berry_links(vectors):
    """Overlaps of neighbouring lowest-band u_k around the closed zone."""
    u = vectors[:, :, 0]
    closing = np.append(u[0, 1:], 0.0)   # u at k + 2*pi/a, periodic gauge
    u_next = np.vstack([u[1:], closing])
    return np.sum(u.conj() * u_next, axis=1)


def zak_phase(vectors):
    return (-np.angle(np.prod(berry_links(vectors)))) % (2 * np.pi)


def phase_distance(p, q):
    return abs(np.angle(np.exp(1j * (p - q))))


# Bloch side: all ingredients of the ladder formula
bands, coeffs = bloch_bands(V1, V2)
band = bands[:, 0]
mean_energy = band.mean()
band_width = band.max() - band.min()
gap = bands[:, 1].min() - band.max()
phi = zak_phase(coeffs)
centre = a * phi / (2 * np.pi)
assert gap > 0.02

# Origin dependence and the inversion-symmetric values
displacement = 1.5
phi_moved = zak_phase(bloch_bands(V1, V2, displacement)[1])
assert phase_distance(phi_moved, phi + g * displacement) < 1e-5
phi_sym = zak_phase(bloch_bands(V1, 0.0)[1])
phi_sym_moved = zak_phase(bloch_bands(V1, 0.0, a / 2)[1])
assert phase_distance(phi_sym, np.pi) < 1e-6
assert phase_distance(phi_sym_moved, 0.0) < 1e-6

# Second-order interband energy, averaged over the zone, divided by F^2
second_order = 0.0
for k, w, c in zip(k_grid, bands, coeffs):
    velocity = c[:, 1:].conj().T @ ((k + g * G_index) * c[:, 0])
    second_order -= np.sum(abs(velocity) ** 2 / (w[1:] - w[0]) ** 3) / n_k

# Real-space side: hard-wall box in a sine-function grid basis
n_cells, per_cell = 40, 16
n_grid = n_cells * per_cell
length = n_cells * a
j = np.arange(1, n_grid)
x = j * length / n_grid
sine = np.sqrt(2 / n_grid) * np.sin(np.pi * np.outer(j, j) / n_grid)
kinetic = (sine * ((np.pi * j / length) ** 2 / 2)) @ sine
H0 = kinetic + np.diag(V1 * np.cos(g * x) + V2 * np.sin(2 * g * x))
box_energy, box_states = eigh(H0)
selected = box_energy < band.max() + gap / 2
E_box = box_energy[selected]
W = box_states[:, selected]
X_projected = W.T @ (x[:, None] * W)


def projected_levels(force):
    """Five central eigenstates of the band-projected Hamiltonian."""
    w, v = eigh(np.diag(E_box) + force * X_projected)
    near = np.argsort(abs(w - mean_energy - force * length / 2))[:5]
    near = np.sort(near)
    return w[near], v[:, near]


ladder_errors = {}
for force in (0.0005, 0.001, 0.004):
    levels, _ = projected_levels(force)
    rung = (levels - mean_energy) / (force * a) - phi / (2 * np.pi)
    labels = np.rint(rung)
    ladder_errors[force] = np.max(abs(rung - labels))
    assert ladder_errors[force] < 1e-5
    assert np.all(np.diff(labels) == 1)

# Properties of the eigenstates at the main field
F = 0.001
levels, vectors = projected_levels(F)
labels = np.rint((levels - mean_energy) / (F * a) - phi / (2 * np.pi))
formula = mean_energy + F * a * (labels + phi / (2 * np.pi))
mean_x = np.array([v @ X_projected @ v for v in vectors.T])
mean_H0 = np.array([v @ (E_box * v) for v in vectors.T])
assert np.max(abs(mean_x - a * labels - centre)) < 1e-3
assert np.max(abs(mean_H0 - mean_energy)) < 1e-6

# Amplitude f(k) = <psi_k|state>: unit modulus and predicted phase
state = W @ vectors[:, 2]
dx = length / n_grid
waves = np.exp(1j * np.outer(G_index * g, x))
f = np.array([np.vdot(np.exp(1j * k * x) * (c[:, 0] @ waves), state)
              for k, c in zip(k_grid, coeffs)]) * np.sqrt(dx / a)
modulus_error = np.max(abs(abs(f) - 1))
steps = np.angle(f[1:] * f[:-1].conj() * berry_links(coeffs)[:-1])
predicted = -(levels[2] - (band[1:] + band[:-1]) / 2) * dk / F
phase_error = np.max(abs(np.cumsum(steps - predicted)))
assert modulus_error < 1e-4
assert phase_error < 1e-3

# Unprojected box Hamiltonian: size of the neglected interband coupling
full_results = {}
for force in (F / 2, F):
    w_proj, v_proj = projected_levels(force)
    w_full, v_full = eigh(H0 + np.diag(force * x))
    weights = (v_full.T @ (W @ v_proj[:, 2])) ** 2
    best = np.argmax(weights)
    shift = w_full[best] - w_proj[2]
    estimate = second_order * force ** 2
    full_results[force] = (shift, estimate, weights[best])
    assert weights[best] > 0.9
    assert abs(shift / estimate - 1) < 0.1
deviation = {q: abs(r[0] / r[1] - 1) for q, r in full_results.items()}
assert deviation[F / 2] < deviation[F]

# Nearest-neighbour chain: diagonalization against Bessel functions
t, rung_chain = 0.005, 0.0025
z = 2 * t / rung_chain
sites = np.arange(-40, 41)
hop = np.diag(np.ones(len(sites) - 1), 1)
H_chain = np.diag(rung_chain * sites) - t * (hop + hop.T)
w_chain, v_chain = eigh(H_chain)
chain_error = 0.0
for n in range(-10, 11):
    i = np.argmin(abs(w_chain - n * rung_chain))
    assert abs(w_chain[i] - n * rung_chain) < 1e-11
    bessel = jv(sites - n, z)
    vector = v_chain[:, i] * np.sign(v_chain[:, i] @ bessel)
    chain_error = max(chain_error, np.max(abs(vector - bessel)))
    if n == 0:
        central = vector
assert chain_error < 1e-9
rms_width = np.sqrt(np.sum(sites ** 2 * central ** 2))
assert abs(rms_width - z / np.sqrt(2)) < 1e-8
inside = np.sum(central[abs(sites) <= z] ** 2)

# Bloch revival by direct time evolution from one site
period = 2 * np.pi / rung_chain
origin = len(sites) // 2
return_half = abs(expm(-0.5j * period * H_chain)[origin, origin]) ** 2
return_full = abs(expm(-1j * period * H_chain)[origin, origin]) ** 2
assert abs(return_full - 1) < 1e-8
assert return_half < 0.5

print(f"period a = {a:.1f} bohr; V1 = {V1:.2f}, V2 = {V2:.2f} hartree")
print(f"box: {n_cells} cells, {per_cell} grid intervals per cell")
print(f"k points in the zone: {n_k}")
print(f"mean band energy = {mean_energy:.7f} hartree")
print(f"band width = {band_width:.6f} hartree")
print(f"gap to next band = {gap:.6f} hartree")
print(f"Zak phase = {phi:.6f} rad; phi/(2 pi) = {phi/(2*np.pi):.6f}")
print(f"Wannier centre in home cell = {centre:.5f} bohr")
print(f"Zak phase, crystal moved {displacement} bohr = {phi_moved:.6f} rad")
print(f"Zak phase, V2=0 = {phi_sym:.6f} rad")
print(f"same, moved a/2: distance from 0 = "
      f"{phase_distance(phi_sym_moved, 0):.1e} rad")
print(f"main force F = {F:.4f} hartree/bohr")
print(f"main electric field = {F*FIELD_SI:.4e} V/m")
print(f"rung spacing F*a = {F*a:.4f} hartree = {F*a*HARTREE_EV:.5f} eV")
print("n, projected level, ladder formula (hartree), mean x (bohr):")
for n, e_num, e_for, xm in zip(labels, levels, formula, mean_x):
    print(f"  {int(n):3d}  {e_num:.8f}  {e_for:.8f}  {xm:.5f}")
for force, error in ladder_errors.items():
    print(f"F={force:.4f} hartree/bohr: max error = {error:.1e} rung")
print(f"max |<H0> - mean band energy| = "
      f"{np.max(abs(mean_H0-mean_energy)):.1e} hartree")
print(f"max | |f(k)| - 1 | = {modulus_error:.1e}")
print(f"max phase error of f(k) = {phase_error:.1e} rad")
print(f"second-order coefficient = {second_order:.4f} bohr^2/hartree")
for force, (shift, estimate, weight) in full_results.items():
    print(f"F={force:.4f} hartree/bohr: interband shift = {shift:.4e},")
    print(f"  second order = {estimate:.4e} hartree; overlap^2 = {weight:.6f}")
print(f"chain: t = {t:.4f}, F*a = {rung_chain:.4f} hartree, z = {z:.2f}")
print("chain amplitudes of state n=0 from diagonalization:")
for m in range(0, 8):
    print(f"  m={m}: {central[origin+m]:+.6f}; m={-m}: "
          f"{central[origin-m]:+.6f}")
print(f"max |eigenvector - Bessel| = {chain_error:.1e}")
print(f"rms width = {rms_width:.6f} sites")
print(f"probability within |m| <= z = {inside:.6f}")
print(f"Bloch period = {period:.3f} a.u. = {period*TIME_FS:.3f} fs")
print(f"return probability: half period {return_half:.6f}, "
      f"full period {return_full:.6f}")
print("no test failed")
```

Printed output:

```
period a = 10.0 bohr; V1 = 0.10, V2 = 0.08 hartree
box: 40 cells, 16 grid intervals per cell
k points in the zone: 400
mean band energy = -0.0204510 hartree
band width = 0.015767 hartree
gap to next band = 0.100023 hartree
Zak phase = 2.932469 rad; phi/(2 pi) = 0.466717
Wannier centre in home cell = 4.66717 bohr
Zak phase, crystal moved 1.5 bohr = 3.874947 rad
Zak phase, V2=0 = 3.141593 rad
same, moved a/2: distance from 0 = 2.4e-16 rad
main force F = 0.0010 hartree/bohr
main electric field = 5.1422e+08 V/m
rung spacing F*a = 0.0100 hartree = 0.27211 eV
n, projected level, ladder formula (hartree), mean x (bohr):
   18  0.16421612  0.16421612  184.66717
   19  0.17421612  0.17421612  194.66717
   20  0.18421612  0.18421612  204.66717
   21  0.19421612  0.19421612  214.66717
   22  0.20421612  0.20421612  224.66717
F=0.0005 hartree/bohr: max error = 4.9e-08 rung
F=0.0010 hartree/bohr: max error = 4.9e-08 rung
F=0.0040 hartree/bohr: max error = 4.9e-08 rung
max |<H0> - mean band energy| = 3.7e-15 hartree
max | |f(k)| - 1 | = 2.5e-13
max phase error of f(k) = 1.6e-05 rad
second-order coefficient = -33.0697 bohr^2/hartree
F=0.0005 hartree/bohr: interband shift = -8.2562e-06,
  second order = -8.2674e-06 hartree; overlap^2 = 0.999925
F=0.0010 hartree/bohr: interband shift = -3.3016e-05,
  second order = -3.3070e-05 hartree; overlap^2 = 0.999698
chain: t = 0.0050, F*a = 0.0025 hartree, z = 4.00
chain amplitudes of state n=0 from diagonalization:
  m=0: -0.397150; m=0: -0.397150
  m=1: -0.066043; m=-1: +0.066043
  m=2: +0.364128; m=-2: +0.364128
  m=3: +0.430171; m=-3: -0.430171
  m=4: +0.281129; m=-4: +0.281129
  m=5: +0.132087; m=-5: -0.132087
  m=6: +0.049088; m=-6: +0.049088
  m=7: +0.015176; m=-7: -0.015176
max |eigenvector - Bessel| = 2.6e-14
rms width = 2.828427 sites
probability within |m| <= z = 0.959792
Bloch period = 2513.274 a.u. = 60.793 fs
return probability: half period 0.029464, full period 1.000000
no test failed
```
